**Symmetry restoration and the Kondo exponent in the local moment approach**

The program solves the symmetry-restoration condition for the symmetric Anderson impurity at zero temperature and compares the spin-flip scale ω_m with ln(U/2ω_m) = πU/(8Γ) + 3/2 at large U/Γ. Here U is the repulsion, Γ the hybridization half-width, x the symmetry-breaking field, δ the distance of the transverse ladder from its zero mode, and Z the quasiparticle weight. It asserts that the closed spin bubble agrees with direct quadrature and that the second-order self-energy agrees with exact diagonalization of a two-site cluster. Further assertions cover the logarithmic slope, the position of the ladder resonance, and Z. Small-cluster diagonalizations test the exchange 8V²/U and the coefficient of its second-order flow. For U = 16Γ the output gives ω_m = 3.07 × 10⁻³ Γ, about 8% below the asymptotic formula. At U = 512Γ the constant is 1.503, and the local exponent between 256Γ and 512Γ is 0.99997 times π/(8Γ).

## Verification by program

```python
# Local moment approach (LMA) to the symmetric Anderson impurity, T = 0.
# Result under test: symmetry restoration gives, for U/Gamma -> infinity,
#     ln(U / (2 omega_m)) = pi U / (8 Gamma) + 3/2 + o(1).
# Symbols: U repulsion; GAM = Gamma = pi V^2 rho (flat wide band), energy unit;
# x symmetry-breaking field; theta = arctan(x/Gamma); mu = 2 theta/pi moment;
# Pi0 transverse spin bubble; Pi = Pi0/(1 - U Pi0) ladder;
# delta = 1 - U Pi0(0); omega_m spin-flip scale; Z quasiparticle weight.
# Frequencies Om and nu are imaginary-axis frequencies.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

GAM = 1.0


def g_spin(nu, x, sigma):
    return 1.0 / (1j * (nu + GAM * np.sign(nu)) + sigma * x)


def bubble_shift(Om, x):
    """Pi0(i Om) - Pi0(0) for Re Om >= 0, free of cancellation."""
    th = np.arctan2(x, GAM)
    z = Om / (GAM + 1j * x)
    log_z = (0.5 * np.log1p(2 * z.real + abs(z) ** 2)
             + 1j * np.arctan2(z.imag, 1 + z.real))
    p = 1j * Om - 2 * x
    q = p + 2j * GAM
    return 1j / np.pi * (2j * GAM * log_z / (p * q) - th * Om / (x * p))


def bubble_zero(x):
    return np.arctan2(x, GAM) / (np.pi * x)


def ladder(Om, x, U, delta):
    s = bubble_shift(Om, x)
    return (bubble_zero(x) + s) / (delta - U * s)


def coefficients(x):
    th, R = np.arctan2(x, GAM), x * x + GAM**2
    A = (th / (2 * x * x) - GAM / (2 * x * R) + GAM * x / R**2) / np.pi
    return A, GAM**2 / (np.pi * R**2), R


def sigma_zero(x, U, delta):
    """Sigma_up(0) from the full ladder, integrated on a logarithmic grid."""
    t = np.arange(np.log(delta) - 40, np.log(x) + 40, 0.04)
    Om = np.exp(t)
    f = (g_spin(Om, x, -1) * ladder(Om, x, U, delta)).real * Om
    return U * U / np.pi * np.sum(f) * 0.04


def field(U, delta):
    x = U / 2
    for _ in range(200):
        x = U * np.arctan2(x, GAM) / (np.pi * (1 - delta))
    return x


def mismatch(log_delta, U):
    """Full zero-frequency self-energy of the up spin."""
    d = np.exp(log_delta)
    x = field(U, d)
    return sigma_zero(x, U, d) - U * np.arctan2(x, GAM) / np.pi


def restore(U):
    y = brentq(mismatch, -np.pi * U / (8 * GAM) - 25, -1.5,
               args=(U,), xtol=1e-11)
    d = np.exp(y)
    x = field(U, d)
    return x, d, d / (U * coefficients(x)[0])


def fermions(n):
    """Annihilation matrices of n modes with the fermionic sign string."""
    a, sz, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for k in range(n):
        m = np.eye(1)
        for j in range(n):
            m = np.kron(m, sz if j < k else a if j == k else one)
        ops.append(m)
    return ops


# ---- bubble, moment and absorption against their definitions
xt, Ot = 3.0, 0.7


def bubble_integrand(nu):
    return -(g_spin(nu, xt, 1) * g_spin(nu + Ot, xt, -1)) / (2 * np.pi)


direct = 0j
for lo, hi in [(-np.inf, -Ot), (-Ot, 0), (0, np.inf)]:
    direct += quad(lambda v: bubble_integrand(v).real, lo, hi)[0]
    direct += 1j * quad(lambda v: bubble_integrand(v).imag, lo, hi)[0]
closed = bubble_zero(xt) + bubble_shift(Ot + 0j, xt)
assert abs(direct - closed) < 1e-7


def dos(e, sigma):
    return GAM / np.pi / ((e + sigma * xt) ** 2 + GAM**2)


moment = quad(lambda e: dos(e, 1) - dos(e, -1), -np.inf, 0)[0]
assert abs(moment / (2 * xt) - bubble_zero(xt)) < 1e-7
w = 5.0
absorb = np.pi * quad(lambda e: dos(e, -1) * dos(e - w, 1), 0, w)[0]
assert abs(absorb - bubble_shift(-1j * w, xt).imag) < 1e-7
A, B, R = coefficients(xt)
h = 1e-5
assert abs(bubble_shift(h + 0j, xt) / h - (1j * A - B)) < 1e-5

# ---- sign and prefactor of the self-energy: two-site exact diagonalization
ops = fermions(4)                     # d up, d down, bath up, bath down
num = [c.T @ c for c in ops]
I16 = np.eye(16)
hop = sum(ops[s].T @ ops[s + 2] + ops[s + 2].T @ ops[s] for s in (0, 1))
hub = (num[0] - I16 / 2) @ (num[1] - I16 / 2)
u_small, nu_t = 0.05, 1.3
E, C = np.linalg.eigh(u_small * hub + hop)
add = (C.T @ ops[0].T @ C[:, 0]) ** 2
rem = (C.T @ ops[0] @ C[:, 0]) ** 2
G_ex = np.sum(add / (1j * nu_t - E + E[0]) + rem / (1j * nu_t + E - E[0]))
sig_ed = (1j * nu_t - 1 / (1j * nu_t) - 1 / G_ex) / u_small**2


def g_im(v):                          # bare cluster propagator is -i g_im
    return v / (v * v + 1)


def pi_cluster(O):
    return quad(lambda v: g_im(v - O / 2) * g_im(v + O / 2),
                -np.inf, np.inf, limit=200)[0] / (2 * np.pi)


sig_pt = -quad(lambda O: g_im(nu_t + O) * pi_cluster(O), -60, 60,
               points=[-5, 0, 5], limit=200, epsabs=1e-7)[0] / (2 * np.pi)
assert abs(sig_ed.imag - sig_pt) < 1e-3 * abs(sig_pt)

# ---- exchange coupling from charge fluctuations: J = 8 V^2/U
U_big = 100.0
sector = np.where(np.isclose(np.diag(sum(num)), 2))[0]
E2 = np.linalg.eigvalsh((U_big * hub + hop)[np.ix_(sector, sector)])
J_ed, J_sw = E2[1] - E2[0], 8 / U_big
assert abs(J_ed / J_sw - 1) < 5e-3

# ---- flow of J: spin coupled to one low level and band-edge levels at +-D
J, D = 0.01, 1.0
f = fermions(6)                       # low, upper, lower level; up, down each
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
loc = [f[0] + f[2] + f[4], f[1] + f[3] + f[5]]
n6 = [c.T @ c for c in f]
Hk = np.kron(np.eye(2), D * (n6[2] + n6[3] - n6[4] - n6[5])).astype(complex)
for s in pauli:
    dens = sum(s[i, j] * loc[i].T @ loc[j] for i in (0, 1) for j in (0, 1))
    Hk += J * np.kron(s / 2, dens / 2)
ntot = np.diag(np.kron(np.eye(2), sum(n6)))
sector = np.where(np.isclose(ntot, 3))[0]
E3 = np.linalg.eigvalsh(Hk[np.ix_(sector, sector)])
flow = (E3[1] - E3[0] - J) * D / J**2
assert abs(flow - 1) < 0.05

# ---- worked example
U = 16.0
x, delta, wm = restore(U)
A, B, R = coefficients(x)
a = B / A
mu = 2 * np.arctan2(x, GAM) / np.pi
residual = mismatch(np.log(delta), U)
assert abs(residual) < 1e-7
s_off = mismatch(np.log(10 * delta), U)
dos_off = GAM**2 / (GAM**2 + s_off**2)
assert dos_off < 0.9

# logarithmic slope of Sigma_up(0) at fixed x
vals = []
for y in (-80.0, -60.0):
    d = np.exp(y)
    vals.append(sigma_zero(x, (1 - d) / bubble_zero(x), d))
slope_num = (vals[0] - vals[1]) / 20
slope_formula = (GAM - a * x) / (np.pi * R * A * (1 + a * a))
assert abs(slope_num / slope_formula - 1) < 1e-6

# peak of the ladder absorption on the real axis
peak = minimize_scalar(lambda v: -ladder(-1j * v, x, U, delta).imag,
                       bounds=(0.3 * wm, 3 * wm), method="bounded",
                       options={"xatol": 1e-6 * wm}).x
assert abs(peak / wm - 1) < 0.05

# quasiparticle weight from the self-energy at a small frequency
nu = 0.01 * wm


def sigma_integrand(Om):
    P = ladder(abs(Om) + 0j, x, U, delta)
    P = P if Om >= 0 else np.conj(P)
    return (g_spin(Om + nu, x, -1) * P).imag


geo = np.geomspace(2 * nu, 1e6, 45)
edges = np.concatenate([-geo[::-1], [-nu, 0.0], geo])
im_sig = U * U / (2 * np.pi) * sum(
    quad(sigma_integrand, lo, hi)[0] for lo, hi in zip(edges[:-1], edges[1:]))
Z = 1 / (1 - im_sig / nu)
Z_formula = np.pi * wm / (4 * GAM)
assert abs(Z / Z_formula - 1) < 0.10

# ---- approach to the exponent and to the constant
U_list = [16.0, 32.0, 64.0, 128.0, 256.0, 512.0]
sols = [restore(v) for v in U_list]
logs = np.array([np.log(v / (2 * s[2])) for v, s in zip(U_list, sols)])
const = logs - np.pi * np.array(U_list) / (8 * GAM)
ratio = np.diff(logs) / np.diff(U_list) * 8 * GAM / np.pi
assert abs(ratio[-1] - 1) < 1e-3
assert abs(const[-1] - 1.5) < 0.08

print("Energies in units of Gamma unless marked dimensionless")
print(f"Bubble test x=3, Om=0.7: quadrature {direct:.6f}, formula {closed:.6f}")
print(f"Second-order Im Sigma/U^2, two-site: diag. {sig_ed.imag:.6f}, "
      f"diagram {sig_pt:.6f} (hopping V=1)")
print(f"Exchange J at U=100 V: diag. {J_ed:.6f} V, 8V^2/U = {J_sw:.6f} V")
print(f"Flow coefficient of J^2/D (dimensionless): {flow:.4f}")
print(f"Example: Gamma = {GAM:.1f}, U = {U:.1f}")
print(f"  field x = {x:.6f}")
print(f"  moment mu (dimensionless) = {mu:.6f}")
print(f"  U mu/2 = {U * mu / 2:.6f}")
print(f"  delta (dimensionless) = {delta:.6e}")
print(f"  A = {A:.6e} Gamma^-2, 1/(4x^2) = {1 / (4 * x * x):.6e} Gamma^-2")
print(f"  damping a (dimensionless) = {a:.6f}")
print(f"  omega_m = {wm:.6e}")
print(f"  peak of ladder absorption = {peak:.6e}")
print(f"  log slope: numerical {slope_num:.6f}, formula {slope_formula:.6f}")
print(f"  limiting log slope 4 Gamma/pi = {4 * GAM / np.pi:.6f}")
print(f"  Z (dimensionless): numerical {Z:.6e}, pi omega_m/4Gamma "
      f"{Z_formula:.6e}")
print(f"  restored: Sigma_up,total(0) = {residual:.1e}, pi Gamma D(0) = "
      f"{GAM**2 / (GAM**2 + residual**2):.6f}")
print(f"  delta ten times larger: Sigma_up,total(0) = {s_off:.6f}, "
      f"pi Gamma D(0) = {dos_off:.6f}")
print(f"  asymptotic omega_m = "
      f"{U / 2 * np.exp(-1.5 - np.pi * U / (8 * GAM)):.6e}")
print("U | x | omega_m | ln(U/2omega_m) | minus pi U/8Gamma")
for v, s, l, c in zip(U_list, sols, logs, const):
    print(f"{v:5.0f} | {s[0]:.5f} | {s[2]:.5e} | {l:.5f} | {c:.5f}")
print("Local exponent divided by pi/(8 Gamma), successive U (dimensionless):")
print("  " + ", ".join(f"{r:.6f}" for r in ratio))
print("every check passed")
```

Output:

```
Energies in units of Gamma unless marked dimensionless
Bubble test x=3, Om=0.7: quadrature 0.127965+0.017206j, formula 0.127965+0.017206j
Second-order Im Sigma/U^2, two-site: diag. -0.030402, diagram -0.030403 (hopping V=1)
Exchange J at U=100 V: diag. 0.079872 V, 8V^2/U = 0.080000 V
Flow coefficient of J^2/D (dimensionless): 0.9998
Example: Gamma = 1.0, U = 16.0
  field x = 7.309185
  moment mu (dimensionless) = 0.913439
  U mu/2 = 7.307511
  delta (dimensionless) = 2.290495e-04
  A = 4.659852e-03 Gamma^-2, 1/(4x^2) = 4.679529e-03 Gamma^-2
  damping a (dimensionless) = 0.023062
  omega_m = 3.072114e-03
  peak of ladder absorption = 3.070550e-03
  log slope: numerical 1.043000, formula 1.043000
  limiting log slope 4 Gamma/pi = 1.273240
  Z (dimensionless): numerical 2.454466e-03, pi omega_m/4Gamma 2.412833e-03
  restored: Sigma_up,total(0) = 8.9e-16, pi Gamma D(0) = 1.000000
  delta ten times larger: Sigma_up,total(0) = -2.389780, pi Gamma D(0) = 0.149008
  asymptotic omega_m = 3.333462e-03
U | x | omega_m | ln(U/2omega_m) | minus pi U/8Gamma
   16 | 7.30918 | 3.07211e-03 | 7.86483 | 1.58165
   32 | 15.33680 | 1.18632e-05 | 14.11466 | 1.54829
   64 | 31.35041 | 8.46205e-11 | 26.65858 | 1.52584
  128 | 63.35697 | 2.08409e-21 | 51.77884 | 1.51336
  256 | 127.36020 | 6.20549e-43 | 102.03775 | 1.50679
  512 | 255.36179 | 2.72411e-86 | 202.56535 | 1.50342
Local exponent divided by pi/(8 Gamma), successive U (dimensionless):
  0.994691, 0.998214, 0.999503, 0.999869, 0.999967
every check passed
```
